\section*{Image-force lowering and the built-in potential measured by depletion capacitance}

\section*{Question}

I am comparing two barrier heights for the same Schottky contact on an n-type semiconductor. For the current I use a barrier lowered by the image force, $\phi_{B0}-\Delta\phi$. For the capacitance I plot $1/C^2$ against voltage and read the barrier from the intercept.

Should the band bending in the capacitance formula also be reduced by $\Delta\phi/q$? The image force is electrostatic, and so is the built-in potential. Moreover, the ionised donors are charges in front of a metal, so they must have images too. Where do those images go, and which barrier does the intercept give?

\section*{Answer}

In the mean-field depletion model the intercept gives $\phi_{B0}$, the barrier without image lowering. Giving the mobile electrons an unscreened image energy shifts it by only about 1.5 per cent of the zero-bias $\Delta\phi$ in the example below, for a fit from 0 to $-5$ V. The shift depends on the bias range, and stays under 3 per cent even for a tangent at zero bias. The lowering belongs to the work needed to move one carrier between the semiconductor and the metal. The capacitance measures how a stationary charge distribution changes with voltage. The images of the donors are real, but they are already contained in the ordinary band bending.

\subsection*{Conventions and assumptions}

The metal fills $x<0$ and the semiconductor $x>0$. The semiconductor has permittivity $\varepsilon$ and a uniform density $N$ of fully ionised donors. The electrons are non-degenerate, there are no interface layers or traps, and the barrier is laterally uniform. The image is classical and uses the same $\varepsilon$ as the space charge.

Let $E_C(x)$ be the conduction-band edge in the mean field, that is, in the potential of the laterally averaged charge. The barrier $\phi_{B0}$ is $E_C(0)$ measured from the metal Fermi level. I write
\begin{equation}
\psi(x)=\frac{E_C(x)-E_C(\infty)}{q},\qquad
\psi_s=\psi(0)=\frac{\phi_{B0}}{q}-V_n-V ,
\end{equation}
where $qV_n$ is the distance from the Fermi level to the band edge in the bulk, and $V$ is the applied voltage, negative in reverse bias. At $V=0$, $\psi_s$ is the built-in potential. I also use $V_T=kT/q$ and
\begin{equation}
a=\frac{q}{16\pi\varepsilon}.
\end{equation}

\subsection*{The work to move one carrier}

An electron at distance $x$ induces positive charge on the metal surface. In the semiconductor, this charge acts like a point charge $+q$ at $-x$. The separation is $2x$, so the force on the electron is
\begin{equation}
f(x)=-\frac{q^2}{4\pi\varepsilon(2x)^2}=-\frac{q^2}{16\pi\varepsilon x^2}=-\frac{qa}{x^2},
\end{equation}
directed towards the metal. The potential energy, taken as zero far away, is minus the work done by this force:
\begin{equation}
U_{\rm im}(x)=-\int_\infty^x f(x')\,dx'
=qa\int_\infty^x\frac{dx'}{x'^2}=-\frac{qa}{x}.
\end{equation}

The induced potential at the electron is $q/(8\pi\varepsilon x)$. Multiplying it by the charge $-q$ gives $-2qa/x$, twice the correct energy. The factor one half arises because the induced charge is not fixed: it is created by the electron. If the electron's charge is built up as $-\lambda q$, the induced potential grows as $\lambda$, and $\int_0^1\lambda\,d\lambda=1/2$. Thus $U_{\rm im}$ is the energy of a carrier with its own induced charge. It is not the value at $x$ of a potential that exists when the carrier is absent.

\subsection*{The images of the donors}

Now take a sheet of donors at depth $x'$ with $n_s$ donors per unit area. Each donor $+q$ has an image $-q$ at $-x'$. Averaged over lateral positions, the potential at depth $x$ is
\begin{align}
\varphi_{\rm sheet}
&=\frac{qn_s}{4\pi\varepsilon}\int_0^\infty 2\pi\rho\,d\rho
\left[\frac{1}{\sqrt{\rho^2+(x-x')^2}}-\frac{1}{\sqrt{\rho^2+(x+x')^2}}\right]\\
&=\frac{qn_s}{2\varepsilon}\bigl[(x+x')-|x-x'|\bigr]
=\frac{qn_s}{\varepsilon}\min(x,x').
\end{align}
In the second line each integral is a square root. The two upper limits cancel at large $\rho$, leaving the lower limits. Without the images the integral would diverge.

For a region depleted out to $w$, set $n_s=N\,dx'$ and add the sheets:
\begin{align}
\varphi(x)&=\frac{qN}{\varepsilon}\left[\int_0^x x'\,dx'+x\int_x^w dx'\right]
=\frac{qN}{\varepsilon}\left(wx-\frac{x^2}{2}\right),\\
\varphi(w)&=\frac{qNw^2}{2\varepsilon}.
\end{align}
This is the usual depletion parabola. Solving Poisson's equation with a constant potential on the metal includes every donor image, and the images together are the surface charge on the metal. Subtracting $\Delta\phi/q$ from the band bending would not supply missing donor images.

The donor images act on a moving electron with full weight, since they stay in place as it moves. The factor one half applies to its own image.

\subsection*{The barrier met by the carrier}

The electron's energy relative to the metal Fermi level is the mean-field energy plus its own image energy. Let $F_m$ be the magnitude of the mean field at the interface. Close to the metal the field is nearly constant, so
\begin{equation}
E(x)\simeq\phi_{B0}-qF_mx-\frac{qa}{x}.
\end{equation}
Setting the derivative to zero gives $-F_m+a/x_m^2=0$. Hence
\begin{equation}
x_m=\sqrt{\frac{a}{F_m}},\qquad
\Delta\phi=q\left(F_mx_m+\frac{a}{x_m}\right)=2q\sqrt{aF_m}
=q\sqrt{\frac{qF_m}{4\pi\varepsilon}} .
\label{eq:lowering}
\end{equation}
The two terms in the bracket are equal: half of the lowering comes from the mean field between the interface and $x_m$, and half from the image energy at $x_m$.

The band curvature adds $qF_mx_m^2/(2w)$ to the energy at $x_m$. Relative to $\Delta\phi=2qF_mx_m$, this reduces the lowering by the fraction $x_m/(4w)$. Equation~\eqref{eq:lowering} requires $x_m\ll w$. As the bands flatten at fixed doping, $w$ shrinks while $x_m$ grows, so the formula cannot be used close to flat band.

\subsection*{What the capacitance measures}

Take the electrons to be in equilibrium with the bulk throughout the depletion region. Leaving out the image energy for the moment, their density is $n=Ne^{-\psi/V_T}$. Since $\psi$ is minus the electrostatic potential up to a constant, Poisson's equation reads
\begin{equation}
\psi''=\frac{qN}{\varepsilon}\left(1-e^{-\psi/V_T}\right).
\end{equation}
Multiply by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$, to the interface, where $\psi'=-F_m$:
\begin{equation}
\frac{F_m^2}{2}=\frac{qN}{\varepsilon}
\left(\psi_s-V_T+V_Te^{-\psi_s/V_T}\right).
\end{equation}
For $\psi_s\gg V_T$ the exponential can be dropped. The space charge per area is $Q=\varepsilon F_m$, so
\begin{equation}
Q^2=2qN\varepsilon(\psi_s-V_T).
\label{eq:charge}
\end{equation}
Because $d\psi_s=-dV$, the capacitance per area is $C=dQ/d\psi_s$. Differentiating gives $2QC=2qN\varepsilon$, or $C=qN\varepsilon/Q$. Therefore
\begin{equation}
\frac{1}{C^2}=\frac{Q^2}{(qN\varepsilon)^2}
=\frac{2}{qN\varepsilon}\left(\frac{\phi_{B0}}{q}-V_n-V_T-V\right).
\label{eq:cv}
\end{equation}
The line reaches zero at $V_i=\phi_{B0}/q-V_n-V_T$, and so
\begin{equation}
\phi_{B0}=q(V_i+V_n+V_T).
\label{eq:intercept}
\end{equation}
This relation contains the mean potential difference across the space charge. It does not contain the energy of a test electron at $x_m$.

\subsection*{The small effect that remains}

If each mobile electron is given its own unscreened image energy, the equilibrium density becomes
\begin{equation}
n=N\exp\left[-\frac{q\psi+U_{\rm im}}{kT}\right]
=N\exp\left[-\frac{\psi-a/x}{V_T}\right].
\end{equation}
Inside a high barrier this hardly matters, because $n$ stays far below $N$. The exception is the last 0.05 nm or so before the metal in the example below, where the classical $-qa/x$ diverges and no longer applies. At the depletion edge it does have an effect, whose size can be found by treating the edge as sharp.

Beyond the edge at $w$ the material is nearly neutral, so $n\simeq N$ and $\psi=a/x$. The field magnitude there is $a/x^2$. For $x<w$ the charge density is $qN$. Matching potential and field at $w$ gives
\begin{align}
F_m&=\frac{a}{w^2}+\frac{qN}{\varepsilon}w,\\
\psi_s&=\frac{a}{w}+\int_0^w\left[\frac{a}{w^2}+\frac{qN}{\varepsilon}(w-x)\right]dx
=\frac{2a}{w}+\frac{qNw^2}{2\varepsilon}.
\end{align}
To first order in $a$, squaring the field gives
\begin{equation}
\frac{\varepsilon F_m^2}{2qN}=\frac{qNw^2}{2\varepsilon}+\frac{a}{w}.
\end{equation}
Subtract this from $\psi_s$, use $Q=\varepsilon F_m$, and restore the thermal term of Eq.~\eqref{eq:charge}. Cross terms between the thermal width of the edge and the image shift are neglected:
\begin{equation}
\psi_s\simeq\frac{Q^2}{2qN\varepsilon}+V_T+\frac{a}{w},
\qquad w\simeq\frac{Q}{qN}.
\label{eq:edge}
\end{equation}
Compared with the lowering $\Delta\phi/q=2a/x_m$, the edge shift is smaller by
\begin{equation}
\frac{a/w}{2a/x_m}=\frac{x_m}{2w}.
\end{equation}
The measurement moves electrons in and out at the depletion edge, far from the metal, whereas a thermionic current passes over the barrier top close to it.

For the capacitance, write the last term of Eq.~\eqref{eq:edge} as $aqN/Q$ and differentiate:
\begin{equation}
\frac1C=\frac{d\psi_s}{dQ}=\frac{Q}{qN\varepsilon}-\frac{aqN}{Q^2}.
\end{equation}
Squaring to first order in $a$ gives
\begin{align}
\frac1{C^2}&\simeq\frac{Q^2}{(qN\varepsilon)^2}-\frac{2a}{\varepsilon Q}
=\frac{2}{qN\varepsilon}\left(\psi_s-V_T-\frac aw\right)
-\frac{2}{qN\varepsilon}\frac aw\\
&=\frac{2}{qN\varepsilon}\left(\psi_s-V_T-\frac{2a}{w}\right).
\label{eq:cvedge}
\end{align}
One $a/w$ comes from the charge relation, the other from its dependence on bias.

\subsection*{A numerical example}

Take relative permittivity 12, $N=10^{17}\,\mathrm{cm^{-3}}$, $\phi_{B0}=0.800$ eV, $V_n=0.100$ V and $T=300$ K. These are round model parameters. Then $V_T=0.02585$ V, $a=0.0300$ V\,nm, and at zero bias $\psi_s=0.800-0.100=0.700$ V.

With the Debye length $L_D=\sqrt{\varepsilon V_T/(qN)}=13.09$ nm, Eq.~\eqref{eq:charge} gives
\begin{align}
w&=L_D\sqrt{\frac{2(\psi_s-V_T)}{V_T}}
=13.09\sqrt{\frac{2(0.67415)}{0.02585}}\ \mathrm{nm}\simeq94.6\ \mathrm{nm},\\
F_m&=\frac{2(\psi_s-V_T)}{w}=\frac{1.3483}{94.56}\ \mathrm{V/nm}=0.01426\ \mathrm{V/nm}.
\end{align}
Equation~\eqref{eq:lowering} then yields
\begin{align}
x_m&=\sqrt{0.0300/0.01426}\ \mathrm{nm}=1.45\ \mathrm{nm},\\
\Delta\phi&=2\sqrt{0.0300\times0.01426}\ \mathrm{eV}=41.4\ \mathrm{meV}.
\end{align}
Maximising the energy numerically with the full parabola gives 41.2 meV. The reduction of 0.4\% agrees with $x_m/(4w)$. In the laterally averaged potential, a carrier therefore meets a barrier of 0.759 eV.

To find the capacitance with the image energy included, I solved the nonlinear Poisson equation by finite differences and Newton iteration, with and without $U_{\rm im}$ in the electron density. The capacitance is the change of surface charge divided by the small change of $\psi_s$ that causes it. Since $-qa/x$ diverges at the metal, the solver uses $-qa/(x+0.3\,\mathrm{nm})$. In the table, $C$ is the value without image energy, and the edge shift is the change in $\psi_s-Q^2/(2qN\varepsilon)$ when it is included.

\begin{center}
\begin{tabular}{rrrrr}
$V$ (V) & $w$ (nm) & $C$ (nF/cm$^2$) & $\Delta\phi$ (meV) & edge shift (mV)\\
0 & 94.6 & 112.4 & 41.2 & 0.33\\
$-1$ & 149.0 & 71.3 & 51.8 & 0.20\\
$-2$ & 188.3 & 56.4 & 58.3 & 0.16\\
$-3$ & 220.8 & 48.1 & 63.1 & 0.14\\
$-4$ & 249.0 & 42.7 & 67.1 & 0.12\\
$-5$ & 274.3 & 38.7 & 70.4 & 0.11
\end{tabular}
\end{center}

The lowering grows with reverse bias because the surface field grows. The edge shift falls because the edge moves away from the metal. At zero bias $a/w=0.0300/94.56$ V $=0.32$ mV, against 0.33 mV from the solver. The relative difference is about 3\% there and 0.3\% at $-5$ V. The formula treats the edge as sharp, an approximation that improves as $L_D/w$ falls.

The intercept can be estimated from the two end points without image energy. With $C=112.367$ and $38.731$ nF/cm$^2$, $1/C^2$ is $7.920\times10^{-5}$ and $66.66\times10^{-5}$ in units of $(\mathrm{nF/cm^2})^{-2}$. Thus
\begin{equation}
V_i=\frac{7.920}{(66.66-7.920)/5}\ \mathrm{V}=0.674\ \mathrm{V},
\end{equation}
and Eq.~\eqref{eq:intercept} gives $0.674+0.100+0.026=0.800$ eV. A least-squares line through all six points also gives 0.800 eV. With the image energy in the electron density, the fit gives 0.7994 eV, lower by 0.62 meV. Equation~\eqref{eq:cvedge}, fitted over the same biases, predicts 0.585 meV.

\subsection*{What subtracting the lowering would do}

Suppose $\psi_s$ in Eq.~\eqref{eq:cv} were replaced by $\psi_s-\Delta\phi(V)/q$. A straight line through the six values of $\Delta\phi$ has the value 44.6 meV at $V=0$ and rises by 5.6 meV per volt of reverse bias. The fitted intercept would then be
\begin{equation}
V_i=\frac{0.67415-0.0446}{1-0.0056}\ \mathrm{V}=0.633\ \mathrm{V},
\end{equation}
and the inferred barrier $0.633+0.100+0.026=0.759$ eV. The solution with image energy gives 0.799 eV instead, so the two prescriptions are clearly distinguishable in this model.

The wrong value nearly equals the barrier met by a carrier at zero bias, but this depends on the bias range. Since $\Delta\phi\propto(\psi_s-V_T)^{1/4}$, a tangent to the wrong $1/C^2$ curve at one bias gives an intercept lowered by $\Delta\phi-\Delta\phi/4=3\Delta\phi/4$ to first order. That is 31 meV at zero bias and 53 meV at $-5$ V.

\subsection*{Comparing your two barriers}

If the current is thermionic emission over the barrier, the barrier that sets it at a given temperature and bias is $\phi_{B0}-\Delta\phi$. The slope of an Arrhenius plot gives instead $\phi-T\,d\phi/dT$, with $\phi=\phi_{B0}-\Delta\phi$. At constant $\phi_{B0}$, the temperature dependence of $\Delta\phi$ moves this slope by only a few meV in the example. In real contacts $\phi_{B0}$ itself usually drifts with temperature, and a drift of $10^{-4}$ eV/K already moves the slope by 30 meV at 300 K, comparable with $\Delta\phi$. At zero bias the lowering multiplies the emission rate by $\exp(41.2/25.85)\simeq4.9$, while the capacitance changes by about 0.05\%. A barrier found from the thermionic current at one bias should therefore have $\Delta\phi$ at that bias added to it before comparison with the capacitance barrier. If the current is instead extrapolated from a small forward bias to zero bias, the zero-bias $\Delta\phi$ is, to a good approximation, the one to add. A difference of 41 meV between the uncorrected values would be no contradiction in this example.

\subsection*{Where the argument stops}

The charge relation needs $\psi_s\gg V_T$ and few mobile carriers near the metal. Holes gathered near the metal also add to the space charge. If their interface density $p_s=N_V\exp[-(E_g-\phi_{B0})/kT]$ is held by the metal Fermi level, Eq.~\eqref{eq:charge} gains a term $V_Tp_s/N$ in the bracket, and the intercept rises by that amount. This matters for high barriers and light doping. With $E_g=1.12$ eV, $N_V=2\times10^{19}\,\mathrm{cm^{-3}}$, $\phi_{B0}=0.85$ eV and $N=10^{15}\,\mathrm{cm^{-3}}$ it is 15 mV, slightly more than $\Delta\phi/q$ at that doping. In the example the interface electron density is about $10^{-10}N$ at zero bias, even with the image energy included in the solver's form with its 0.3 nm offset. For a low barrier or strong forward bias, electrons near the metal can become part of the space charge, and Eq.~\eqref{eq:cv} fails.

Higher doping makes the edge correction relatively larger, but slowly. At fixed $\psi_s$, $w\propto N^{-1/2}$ and $F_m\propto N^{1/2}$, so $x_m\propto N^{-1/4}$ and $x_m/(2w)\propto N^{1/4}$. A hundredfold increase in $N$, for instance from $10^{15}$ to $10^{17}\,\mathrm{cm^{-3}}$, raises this ratio by a factor of about 3.2. A further hundredfold increase leaves the model: at $10^{19}\,\mathrm{cm^{-3}}$ the electrons of the example would be degenerate, the zero-bias field would be $1.4\times10^6$ V/cm, and $x_m$ would be below 0.5 nm.

The model also leaves out screening of the carrier's image by bulk electrons and other correlation energies. The 0.6 meV shift is therefore a result of this unscreened model, and neither its size nor its sign should be used to correct a measured barrier. Tunnelling through the thin upper part of the barrier also adds to the current, most of all for light carriers and in reverse bias, and makes the barrier read from the current lower still. This further reduction can be comparable with $\Delta\phi$, or larger. A WKB estimate for the example barrier gives about 5 meV at zero bias and 30 meV at $-5$ V for an effective mass of $0.33\,m_0$, but about 20 and 130 meV for $0.067\,m_0$. Traps, interface layers and lateral variations of the barrier can separate the two measured barriers for other reasons. Adding $\Delta\phi$ corrects for none of these effects.

All numerical values are calculated from the stated model.
